# Mean conductance of chaotic cavities and the weak-localization correction: test program

```python
"""
Result under test: for a chaotic cavity with ideal leads of N1 and N2 modes,
averaging over the circular ensemble beta = 1, 2, 4 gives
    <T> = N1 N2 / (N1 + N2 - 1 + 2/beta),   G = (2 e^2/h) T.
For beta = 1 and N1 = N2 = n the shift from the beta = 2 value is -n/(4n+2),
which tends to -1/4 for large n.
Symbols: S scattering matrix, with outgoing modes the time reverses of the
incoming modes; U Haar-random unitary matrix; T transmission in units 2 e^2/h.
For beta = 4 both spin states are kept, S has dimension 2(N1+N2), and T is half
the summed transmission probability.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, h

rng = np.random.default_rng(20240607)


def mean_formula(beta, n1, n2):
    return n1 * n2 / (n1 + n2 - 1 + 2 / beta)


def haar_unitaries(count, dim):
    shape = (count, dim, dim)
    z = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    q, r = np.linalg.qr(z)
    d = np.diagonal(r, axis1=1, axis2=2)
    return q * (d / np.abs(d))[:, None, :]


def sample_scattering(beta, count, n_total):
    dim = 2 * n_total if beta == 4 else n_total
    u = haar_unitaries(count, dim)
    if beta == 2:
        return u
    if beta == 1:
        return u @ u.transpose(0, 2, 1)
    j = np.kron(np.eye(n_total), np.array([[0.0, 1.0], [-1.0, 0.0]]))
    return (u @ j) @ u.transpose(0, 2, 1)


def transmission(s, beta, n1):
    spin = 2 if beta == 4 else 1
    k = spin * n1
    return np.sum(np.abs(s[:, k:, :k]) ** 2, axis=(1, 2)) / spin


def mean_and_error(x):
    return np.mean(x), np.std(x, ddof=1) / np.sqrt(len(x))


def assert_mean(x, target):
    # five standard errors: purely statistical tolerance
    m, err = mean_and_error(x)
    assert abs(m - target) < 5 * err + 1e-12, (m, err, target)
    return m, err


# --- Time-reversal constraint, from explicit cavity Hamiltonians ------------
def cavity_s_matrix(ham, w, energy=0.3):
    a = energy * np.eye(len(ham)) - ham + 1j * np.pi * w @ w.conj().T
    return np.eye(w.shape[1]) - 2j * np.pi * w.conj().T @ np.linalg.solve(a, w)


sites, modes = 12, 4
w = 0.3 * rng.normal(size=(sites, modes))
x = rng.normal(size=(sites, sites))
y = rng.normal(size=(sites, sites))
s_real = cavity_s_matrix((x + x.T) / 2, w)
s_field = cavity_s_matrix((x + x.T) / 2 + 1j * (y - y.T) / 2, w)
i_sigma_y = np.array([[0.0, 1.0], [-1.0, 0.0]])
y_in = np.kron(np.eye(sites), i_sigma_y)
y_out = np.kron(np.eye(modes), i_sigma_y)
c = rng.normal(size=(2 * sites,) * 2) + 1j * rng.normal(size=(2 * sites,) * 2)
c = (c + c.conj().T) / 2
h_spin = (c + y_in @ c.conj() @ y_in.T) / 2
# outgoing spin amplitudes are re-expressed in the time-reversed modes
s_spin = y_out.T @ cavity_s_matrix(h_spin, np.kron(w, np.eye(2)))
for s in (s_real, s_field, s_spin):
    assert np.allclose(s.conj().T @ s, np.eye(len(s)), atol=1e-9)
dev_sym = np.max(np.abs(s_real - s_real.T))
dev_field = np.max(np.abs(s_field - s_field.T))
dev_anti = np.max(np.abs(s_spin + s_spin.T))
assert dev_sym < 1e-9 and dev_anti < 1e-9 and dev_field > 1e-2
print("Cavity Hamiltonians (dimensionless):")
print(f" no spin-orbit, no field: max|S-S^T| = {dev_sym:.1e}")
print(f" magnetic field:          max|S-S^T| = {dev_field:.3f}")
print(f" spin-orbit, no field:    max|S+S^T| = {dev_anti:.1e}")

# --- Deterministic Haar average over U(2), one mode in each lead ------------
nodes, weights = np.polynomial.legendre.leggauss(8)
phases = 2 * np.pi * np.arange(12) / 12
quad_t = 0.0
for node, weight in zip(nodes, weights):
    p = (node + 1) / 2                       # |U_12|^2 is uniform on [0, 1]
    co, si = np.sqrt(1 - p), np.sqrt(p)
    for f in phases:
        for g in phases:
            u = np.array([[co * np.exp(1j * f), si * np.exp(1j * g)],
                          [-si * np.exp(-1j * g), co * np.exp(-1j * f)]])
            quad_t += weight / 2 * abs((u @ u.T)[1, 0]) ** 2 / len(phases) ** 2
assert abs(quad_t - mean_formula(1, 1, 1)) < 1e-12
print(f"U(2) quadrature, beta=1, N1=N2=1: <T> = {quad_t:.8f}")

# --- Haar sampling in all three symmetry classes ---------------------------
count = 10000
print(f"Haar sampling, {count} matrices per row, T in 2e^2/h:")
print(" beta N1 N2  sampled  std.err  formula")
kept = None
for n1, n2 in ((1, 1), (2, 3), (5, 5)):
    for beta in (1, 2, 4):
        s = sample_scattering(beta, count, n1 + n2)
        target = mean_formula(beta, n1, n2)
        m, err = assert_mean(transmission(s, beta, n1), target)
        gap = min(abs(target - mean_formula(b, n1, n2))
                  for b in (1, 2, 4) if b != beta)
        assert 10 * err < gap                # the classes are resolved
        print(f"  {beta}   {n1}  {n2}  {m:.4f}   {err:.4f}   {target:.4f}")
        if beta == 4:
            diagonal = np.diagonal(s, axis1=1, axis2=2)
            assert np.max(np.abs(diagonal)) < 1e-12
        if beta == 1 and n1 == 5:
            kept = s

# --- Mode-resolved averages and reflection budget, beta = 1, 5+5 modes ------
n = 5
total = 2 * n
prob = np.abs(kept) ** 2
diag_prob = np.diagonal(prob, axis1=1, axis2=2)
a_mean, a_err = assert_mean(diag_prob.mean(axis=1), 2 / (total + 1))
off = (prob.sum(axis=(1, 2)) - diag_prob.sum(axis=1)) / (total * (total - 1))
b_mean, b_err = assert_mean(off, 1 / (total + 1))
for cross in (kept[:, 0, 0] * kept[:, 1, 1].conj(),
              kept[:, 0, 0] * kept[:, 0, 1].conj(),
              kept[:, 1, 1] * kept[:, 0, 1].conj()):
    assert_mean(cross.real, 0.0)
    assert_mean(cross.imag, 0.0)
print("Mode-resolved probabilities, beta=1, N1=N2=5:")
print(f" same mode:  sampled {a_mean:.5f} +- {a_err:.5f}, "
      f"formula {2 / (total + 1):.5f}")
print(f" other mode: sampled {b_mean:.5f} +- {b_err:.5f}, "
      f"formula {1 / (total + 1):.5f}")

back = diag_prob[:, :n].sum(axis=1)
other = prob[:, :n, :n].sum(axis=(1, 2)) - back
trans = transmission(kept, 1, n)
den = total * (total + 1)
budget = (("return to same mode", back - n / total, n * (total - 1) / den),
          ("other reflection", other - n * (n - 1) / total, -n * (n - 1) / den),
          ("transmission", trans - n * n / total, -n * n / den))
print("Change from beta=2 to beta=1, N1=N2=5 (probability sums):")
for name, values, target in budget:
    m, err = assert_mean(values, target)
    print(f" {name:20s} sampled {m:+.4f} +- {err:.4f}, formula {target:+.4f}")
assert abs(sum(item[2] for item in budget)) < 1e-12

# --- Large symmetric cavity: correction measured as a difference -----------
n_big, count_big = 20, 4000
u = haar_unitaries(count_big, 2 * n_big)
diff = (transmission(u @ u.transpose(0, 2, 1), 1, n_big)
        - transmission(u, 2, n_big))
big_mean, big_err = assert_mean(diff, -n_big / (4 * n_big + 2))
assert abs(big_mean + 0.25) < 0.05
print(f"N1=N2=20: sampled T(beta=1)-T(beta=2) = {big_mean:.4f} "
      f"+- {big_err:.4f}")

# --- Limits of the correction, by computer algebra -------------------------
ns, frac = sp.symbols("n x", positive=True)


def symbolic_shift(beta, n1, n2):
    mean = n1 * n2 / (n1 + n2 - 1 + sp.Rational(2, beta))
    return sp.simplify(mean - n1 * n2 / (n1 + n2))


limit_1 = sp.limit(symbolic_shift(1, ns, ns), ns, sp.oo)
limit_4 = sp.limit(symbolic_shift(4, ns, ns), ns, sp.oo)
limit_x = sp.limit(symbolic_shift(1, frac * ns, (1 - frac) * ns), ns, sp.oo)
assert limit_1 == -sp.Rational(1, 4) and limit_4 == sp.Rational(1, 8)
assert sp.simplify(limit_x + frac * (1 - frac)) == 0
print(f"Large-n shift, N1=N2: beta=1: {limit_1}, beta=4: {limit_4} (2e^2/h)")
print("Shift of T for beta=1, N1=N2=n (2e^2/h):")
for k in (1, 2, 5, 10, 20, 100):
    shift = mean_formula(1, k, k) - mean_formula(2, k, k)
    print(f" n = {k:3d}: {shift:.5f}")

# --- Worked example in conductance units -----------------------------------
quantum = 2 * e ** 2 / h * 1e6
print(f"Conductance quantum 2e^2/h = {quantum:.4f} microsiemens")
print("Worked example N1=N2=5:")
for beta in (1, 2, 4):
    t = mean_formula(beta, 5, 5)
    dt = t - mean_formula(2, 5, 5)
    print(f" beta={beta}: <T> = {t:.4f}, <G> = {t * quantum:.2f} microsiemens, "
          f"shift {dt:+.4f} = {dt * quantum:+.2f} microsiemens")
print(f"Limit -1/4 in conductance: {float(limit_1) * quantum:.2f} microsiemens")
print("every check passed")
```

It prints:

```
Cavity Hamiltonians (dimensionless):
 no spin-orbit, no field: max|S-S^T| = 2.8e-16
 magnetic field:          max|S-S^T| = 0.816
 spin-orbit, no field:    max|S+S^T| = 1.4e-15
U(2) quadrature, beta=1, N1=N2=1: <T> = 0.33333333
Haar sampling, 10000 matrices per row, T in 2e^2/h:
 beta N1 N2  sampled  std.err  formula
  1   1  1  0.3319   0.0030   0.3333
  2   1  1  0.5015   0.0029   0.5000
  4   1  1  0.6649   0.0024   0.6667
  1   2  3  0.9982   0.0031   1.0000
  2   2  3  1.1964   0.0024   1.2000
  4   2  3  1.3313   0.0018   1.3333
  1   5  5  2.2693   0.0034   2.2727
  2   5  5  2.5025   0.0025   2.5000
  4   5  5  2.6337   0.0018   2.6316
Mode-resolved probabilities, beta=1, N1=N2=5:
 same mode:  sampled 0.18195 +- 0.00053, formula 0.18182
 other mode: sampled 0.09089 +- 0.00006, formula 0.09091
Change from beta=2 to beta=1, N1=N2=5 (probability sums):
 return to same mode  sampled +0.4135 +- 0.0036, formula +0.4091
 other reflection     sampled -0.1829 +- 0.0041, formula -0.1818
 transmission         sampled -0.2307 +- 0.0034, formula -0.2273
N1=N2=20: sampled T(beta=1)-T(beta=2) = -0.2320 +- 0.0068
Large-n shift, N1=N2: beta=1: -1/4, beta=4: 1/8 (2e^2/h)
Shift of T for beta=1, N1=N2=n (2e^2/h):
 n =   1: -0.16667
 n =   2: -0.20000
 n =   5: -0.22727
 n =  10: -0.23810
 n =  20: -0.24390
 n = 100: -0.24876
Conductance quantum 2e^2/h = 77.4809 microsiemens
Worked example N1=N2=5:
 beta=1: <T> = 2.2727, <G> = 176.09 microsiemens, shift -0.2273 = -17.61 microsiemens
 beta=2: <T> = 2.5000, <G> = 193.70 microsiemens, shift +0.0000 = +0.00 microsiemens
 beta=4: <T> = 2.6316, <G> = 203.90 microsiemens, shift +0.1316 = +10.19 microsiemens
Limit -1/4 in conductance: -19.37 microsiemens
every check passed
```
